# Why tunnel transistors conduct both ways, and what drain underlap does

**Question.** An n-type tunnel transistor has a p+ source, an undoped gated channel and an n+ drain. A positive gate drive turns it on, but so does a sufficiently negative one, with the drain bias unchanged. Why? If an ungated gap, the underlap, is left between gate edge and drain, by how much does the unwanted tunnel path lengthen?

**Answer.**

### Two junctions, one window of energies

Measure electron energy from the source Fermi level. With drain bias \(V_{DS}>0\) and elementary charge \(q>0\), the drain Fermi level lies at \(-qV_{DS}\). At zero temperature net current flows at energies

\[
-qV_{DS}<E<0 ,
\]

where source states are filled and drain states empty. At these energies the source offers valence states and the drain conduction states, so an electron must cross the energy gap somewhere. The gate decides where.

Let \(U\) be the midgap energy in the channel and \(G=2\Delta\) the gap. The channel band edges are \(U\pm\Delta\), and a more positive gate lowers \(U\).

- If \(E>U+\Delta\), the channel has conduction states at \(E\), and the gap is crossed at the source. Some energy in the window allows this when \(U<-\Delta\). This is the wanted current.
- If \(E<U-\Delta\), the channel has valence states at \(E\), and the gap is crossed at the drain. Some energy in the window allows this when \(U>\Delta-qV_{DS}\). This is the unwanted current.
- For \(-\Delta<U<\Delta-qV_{DS}\), the gap fills the whole channel at every energy in the window. With a long gate the device is off.

The off range of \(U\) therefore has width

\[
(\Delta-qV_{DS})-(-\Delta)=G-qV_{DS}.
\]

It is the gate drive that is reversed, not the drain bias. The drain bias helps the unwanted branch by narrowing the off range, which vanishes when \(qV_{DS}\) reaches \(G\). Positive and negative gate drive are counted here from the centre of the off range; the gate voltage at that centre depends on the gate work function.

### The potential near the drain

Let \(x\) run from source to drain, with the gate edge at \(x=0\) and the drain at \(x=L\). Let \(\phi(x)\) be the electrostatic potential relative to the deep channel. Both band edges fall by \(q\phi\), and \(\phi\) rises to a total drop \(V\) in the drain. The channel and the underlap are taken as free of charge.

Under the gate, consider a body of thickness \(t\) between two gates, with \(y=0\) at mid-plane. Laplace's equation has the solution \(\cos(ky)\,e^{kx}\), which decays into the channel. If the oxide field is normal to the surface, continuity of displacement at \(y=t/2\) requires

\[
\varepsilon_s\frac{\partial\phi}{\partial y}=-\frac{\varepsilon_{ox}}{t_{ox}}\phi
\quad\Rightarrow\quad
k\tan\frac{kt}{2}=\frac{\varepsilon_{ox}}{\varepsilon_s t_{ox}} .
\]

The smallest root gives the slowest decay, with length \(\lambda=1/k\). Keeping this mode alone reduces the problem to one dimension.

In the underlap, fringing fields from the gate are neglected, so \(\phi''=0\) and the slope \(F=\phi'\) is constant. I call \(F\) the field, meaning its magnitude. The drain has donor density \(N\) and is depleted near the junction, so \(\phi''=-qN/\varepsilon_s\). With

\[
a=\frac{\varepsilon_s}{2qN},\qquad \frac{qN}{\varepsilon_s}=\frac1{2a},
\]

matching potential and slope at both junctions gives

\[
\phi=\begin{cases}
\lambda F e^{x/\lambda}, & x<0\\
F(\lambda+x), & 0<x<L\\
F(\lambda+L)+Fz-\dfrac{z^2}{4a}, & z=x-L>0 .
\end{cases}
\]

The drain field \(F-z/(2a)\) reaches zero at the depletion width \(w=2aF\). The drop across the drain is then \(Fw-w^2/(4a)=2aF^2-aF^2=aF^2\). Adding the three drops,

\[
aF^2+(\lambda+L)F=V,\qquad
F=\frac{-(\lambda+L)+\sqrt{(\lambda+L)^2+4aV}}{2a}.
\]

A longer underlap lowers the field at fixed \(V\).

### The shortest path

An electron of energy \(E\) leaves the valence band at \(x_1\), where \(\phi(x_1)=\phi_1\), and enters the conduction band at \(x_2\). Between these points the bands must fall by the gap. With \(V_b=G/q\),

\[
\phi(x_2)=\phi_1+V_b,\qquad \ell=x_2-x_1 .
\]

Changing the energy changes \(\phi_1\). Since \(dx/d\phi=1/\phi'\),

\[
\frac{d\ell}{d\phi_1}=\frac1{\phi'(x_2)}-\frac1{\phi'(x_1)} .
\]

The path is stationary when the fields at its two ends are equal. For a short underlap one end lies under the gate and the other in the drain. As \(\phi_1\) grows, the field at the first end rises and that at the second falls. The derivative therefore goes from negative to positive, and the stationary path is the shortest.

Call the common end field \(F_1\). Under the gate \(\phi=\lambda\phi'\), so the drop before the path is \(\lambda F_1\). In the drain, the remaining drop from a point of field \(F_1\) is \(aF_1^2\), by the same integration as before. These two drops are all of \(V\) that the path does not use:

\[
aF_1^2+\lambda F_1=V-V_b .
\]

The underlap length is absent, so the end field and the energy of the shortest path, fixed by \(\phi_1=\lambda F_1\), do not move as \(L\) changes at fixed \(V\).

Under the gate, \(Fe^{x_1/\lambda}=F_1\) gives \(-x_1=\lambda\ln(F/F_1)\). In the drain, \(F-z/(2a)=F_1\) gives \(z=2a(F-F_1)\). Hence

\[
\ell=L+\lambda\ln\frac{F}{F_1}+2a(F-F_1),\qquad L<L^* .
\]

This form ends when \(F\) has fallen to \(F_1\). Setting \(F=F_1\) in the equation for \(V\) and subtracting the equation for \(V-V_b\) leaves \(L^*F_1=V_b\), so \(L^*=V_b/F_1\).

For longer underlaps the whole gap is crossed inside the uniform field. That is the largest field in the structure, so no other path is shorter:

\[
\ell=\frac{V_b}{F}=\frac{V_b}{2V}\left[\lambda+L+\sqrt{(\lambda+L)^2+4aV}\right],\qquad L\ge L^* .
\]

The second form follows on multiplying numerator and denominator of \(1/F\) by \(\lambda+L+\sqrt{(\lambda+L)^2+4aV}\). A range of energies now shares the same shortest length.

The path must also lie in the current window, which requires \(0<\phi_1<V_{DS}\) when the channel valence edge sits at the source Fermi level.

### How much each nanometre buys

Differentiate the equation for \(F\) at fixed \(V\):

\[
(2aF+\lambda+L)\frac{dF}{dL}+F=0
\quad\Rightarrow\quad
\frac{dF}{dL}=-\frac{F}{D},\qquad D=\lambda+L+w .
\]

For \(L<L^*\),

\[
\frac{d\ell}{dL}=1+\left(\frac{\lambda}{F}+2a\right)\frac{dF}{dL}
=1-\frac{\lambda+w}{D}=\frac{L}{D}.
\]

For \(L\ge L^*\),

\[
\frac{d\ell}{dL}=-\frac{V_b}{F^2}\frac{dF}{dL}=\frac{\ell}{D}.
\]

The growth rate is thus the length of path lying inside the underlap, divided by \(D\). At \(L=0\) it is zero. A very short underlap adds its own length, but the lower field draws the path's ends inward by the same amount at first order. To second order the gain is \(L^2/[2(\lambda+w_0)]\), where \(w_0\) is the depletion width without underlap. For very long underlaps \(F\to V/L\), and the rate tends to \(V_b/V\), which is below one.

Drain doping matters too. For a heavily doped drain, \(a\to0\) at fixed \(V\), the path without underlap is \(\lambda\ln[V/(V-V_b)]\), and for long underlaps it is \((V_b/V)(\lambda+L)\). A lightly doped drain already spreads the field over a wide depletion layer. The path then starts longer, and the larger \(D\) makes a short underlap less effective.

### From path to current

Length alone does not fix the current. For a narrow direct gap, use two coupled bands, with energy \(u\) measured from local midgap:

\[
u^2=\Delta^2+(\hbar v k)^2 .
\]

In the bulk \(\Delta=E_g/2\). Expanding near the band edge gives \(u\approx E_g/2+(\hbar vk)^2/E_g\). Equating the last term to \(\hbar^2k^2/(2m)\) gives \(\hbar v=\hbar\sqrt{E_g/(2m)}\). For a thin body I take the lowest transverse wavenumber as \(\pi/t\), the value for a simple particle between hard walls. In a two-band model the exact value depends on the conditions at the surfaces, so the confined gap is an estimate:

\[
\Delta=\sqrt{(E_g/2)^2+(\hbar v\pi/t)^2}.
\]

Inside the gap \(k=i\kappa\), with \(\kappa=\sqrt{\Delta^2-u^2}/(\hbar v)\). The semiclassical transmission is \(e^{-S}\), where \(S=2\int\kappa\,dx\). In a uniform field \(du=qF\,dx\), and the integral over \(u\) is half the area of a circle of radius \(\Delta\):

\[
S=\frac{2}{\hbar v\,qF}\int_{-\Delta}^{\Delta}\sqrt{\Delta^2-u^2}\,du
=\frac{\pi\Delta^2}{\hbar v\,qF}=\frac{\pi\Delta\,\ell}{2\hbar v}.
\]

The last step uses \(\ell=2\Delta/(qF)\). For \(L\ge L^*\) the exponent is therefore proportional to the path.

Each in-plane wavenumber \(k_y\) across the device width \(W\) is a channel carrying \((2q/h)\int e^{-S}dE\), with two spins. Summing over \(k_y\) and writing \(dE=q\,d\phi_1\) in magnitude,

\[
\frac{I}{W}=\frac{2q^2}{h}\int_0^{V_{DS}}d\phi_1\int\frac{dk_y}{2\pi}\,e^{-S(\phi_1,k_y)} ,
\]

where \(\Delta^2\) in \(\kappa\) becomes \(\Delta^2+(\hbar vk_y)^2\), and only states that propagate on both sides count.

### A thin InSb channel

InSb suits this calculation because its direct gap is small and its electrons are light. Take rough low-temperature values: \(E_g=0.23\) eV, \(m=0.014\,m_e\) and relative permittivity 17. The body is 20 nm thick, with 5 nm of oxide of permittivity 9 on each side. The drain has \(5\times10^{17}\) donors per cm³, \(V_{DS}=0.2\) V and the temperature is 77 K.

Then \(\hbar v=0.791\) eV nm, and

\[
\Delta=\sqrt{0.115^2+(0.791\,\pi/20)^2}=0.169\ \text{eV},\qquad G=0.339\ \text{eV}.
\]

Confinement has widened the gap by almost half. The off range is \(0.339-0.200=0.139\) eV wide.

The drain holds \(Nt=0.01\) electrons per nm². In one spin-degenerate subband \(k_F=\sqrt{2\pi Nt}=0.251\) nm⁻¹, so the electrons fill it to

\[
\delta=\sqrt{\Delta^2+(\hbar vk_F)^2}-\Delta=0.091\ \text{eV}.
\]

Set the gate so that the channel valence edge meets the source Fermi level. The channel conduction edge is then at \(G\) and the drain conduction edge at \(-qV_{DS}-\delta\), so

\[
V=0.339+0.200+0.091=0.630\ \text{V}.
\]

This drop is held fixed as \(L\) varies. The transverse-mode equation gives \(\lambda=11.4\) nm, and the doping gives \(a=939.5\) nm²/V. With \(V-V_b=0.291\) V,

\[
F_1=\frac{-11.39+\sqrt{11.39^2+4(939.5)(0.2914)}}{2(939.5)}
=0.0126\ \text{V/nm},
\]

or 0.126 MV/cm. Hence \(L^*=0.339/0.0126\approx27\) nm. The best energy lies \(q\lambda F_1=0.143\) eV below the channel valence edge, inside the 0.2 eV window.

Without underlap, \(F=0.0205\) V/nm and \(w=38.6\) nm, so

\[
\ell=11.39\ln\frac{0.2054}{0.1257}+(38.6-23.6)=20.6\ \text{nm}.
\]

With \(L=40\) nm, \(F=0.0103\) V/nm and \(\ell=0.3386/0.01032=32.8\) nm. Forty nanometres of underlap lengthen the path by about 12 nm, or 60%.

The table gives \(S\) at the best energy, integrated numerically along the potential, and the current from a numerical sum over energy and \(k_y\).

| \(L\) (nm) | \(F\) (MV/cm) | \(\ell\) (nm) | \(S\) | \(I/W\) (µA/µm) |
|---:|---:|---:|---:|---:|
| 0 | 0.205 | 20.6 | 6.7 | 0.25 |
| 10 | 0.169 | 21.5 | 7.1 | 0.17 |
| 20 | 0.141 | 24.2 | 8.1 | 0.061 |
| 30 | 0.120 | 28.3 | 9.5 | 0.016 |
| 40 | 0.103 | 32.8 | 11.0 | 0.0034 |
| 60 | 0.080 | 42.4 | 14.3 | 0.00013 |

The first 10 nm add only 1 nm of path, in line with the quadratic estimate \(10^2/[2(11.4+38.6)]=1.0\) nm. At \(L=40\) nm the growth rate is \(32.8/(11.4+40+19.4)=0.46\), approaching its limit \(V_b/V=0.54\). The current falls by a factor of about 75 between 0 and 40 nm, because the modest gain in length enters an exponent. The absolute currents depend strongly on the estimated gap. With infinite-mass walls the transverse wavenumber is \(2.44/t\) rather than \(\pi/t\), and \(G=0.300\) eV. The gain in path is still 12 nm, but the currents at 0 and 40 nm become about 1.0 and 0.024 µA/µm, a ratio near 40.

### What the estimate leaves out

Electrons in the drain do not end at a sharp depletion edge, and some spill into the underlap. A finite-difference solution of the one-dimensional Poisson equation with zero-temperature subband filling gives paths of 22.0 and 34.9 nm for \(L=0\) and 40 nm. A two-dimensional solution, with the potential averaged over the \(\cos^2(\pi y/t)\) density of the subband, gives 22.8 and 34.8 nm. Along the body surface, where the gate edge is nearest, the paths are 19.0 and 32.9 nm. The lengths shift by up to about 2 nm, while the gain stays between 12 and 14 nm. In the subband-averaged two-dimensional potential the currents at 0 and 40 nm are about half the tabulated values. None of these solutions includes fields through the spacer.

The semiclassical exponent costs little here. Integrating the two-band wave equation across the same potentials gives \(-\ln T=6.70\) and 11.00 at the best energy, where \(T\) is the transmission, against \(S=6.67\) and 11.04.

The valence band is a larger uncertainty. Heavy holes are hardly raised in energy by confinement; if their edge stays at \(-E_g/2\), the gap is \(0.169+0.115=0.284\) eV, and the off range shrinks from 0.139 to \(0.284-0.200=0.084\) eV. At the same \(V\) this edge would lie 0.054 eV above the source Fermi level, and the channel would fill with holes. Setting the gate so that the edge meets the Fermi level instead lowers \(V\) to 0.576 V. At \(L=40\) nm the path is then 29.8 nm. With the part of the barrier below that edge dropped, \(S\) is 10.7, which raises the transmission about 1.4 times. This is only a rough guide. It assumes that heavy-hole states couple fully to the decaying two-band state. It also keeps the channel free of charge, whereas at 77 K, for a hole mass of \(0.4\,m_e\), an edge at the Fermi level holds about 0.012 holes per nm², comparable with \(Nt\).

Temperature limits the use of this channel. The factor \(e^{-G/(2k_BT)}\), which governs thermal generation through midgap states, is about \(10^{-11}\) at 77 K. At 300 K, with the same gap, it is \(1.4\times10^{-3}\), far above \(e^{-11}\approx2\times10^{-5}\). These are exponential factors, not currents, but they show why the example is cold. Impact ionisation is closed at zero temperature: an electron can lose at most \(qV_{DS}=0.2\) eV before reaching filled drain states, less than either gap.

The drain doping is kept low in this example because the light electrons of InSb fill the band quickly: the second subband begins only 0.105 eV above the first, close to \(\delta=0.091\) eV. Real junctions also contain traps, which this model omits. A midgap trap splits the uniform-field barrier into two equal steps of exponent \(S/2\). At \(L=40\) nm the exponential factor could then rise by \(e^{5.5}\approx250\); the actual leakage depends on trap density and capture rates, which are not calculated here.

The spacer over the underlap matters as well. If fringing fields let the gate control the underlap as strongly as the channel, the region behaves as more gated channel, and the path returns to its \(L=0\) value of 20.6 nm. Fringing fields can also deplete a lightly doped drain beside the gate. That lengthens the path even without an underlap, so adding one gains less. The effect is large in this example. In a two-dimensional solution with a gate 40 nm tall, the subband-averaged gain between \(L=0\) and 40 nm is about 10.5, 7.6 and 4 nm for spacer permittivities 1, 3.9 and 9. The current then falls by factors of about 47, 16 and 4. The 12 nm and the factor of 75 therefore describe the limit of no fringing. The calculated benefit therefore requires weak gate coupling through the spacer, to the drain as well as to the underlap, and an underlap longer than the first few nanometres. It describes the unwanted branch alone: the wanted current must also cross the underlap, and any loss there has to be calculated separately.
